\section*{Self-correlation of hydrogen in direct RPA, GW and screened exchange}

\section{The argument under review}

The manuscript treats the hydrogen atom as a case that many-electron methods pass automatically. Its reasoning has three steps.
\begin{enumerate}
\item Exact exchange cancels the Hartree energy of a single electron. Ring diagrams describe screening by the other electrons. There are none, so the direct random-phase approximation (RPA) gives no correlation energy.
\item The same holds for $GW$. The computed $1s$ quasiparticle energy, $-0.4993$ hartree against the true $-0.5$, is offered as confirmation.
\item Should any error remain, second-order screened exchange (SOSEX) would remove it from energy and self-energy alike.
\end{enumerate}
The first two steps are wrong, and the third is right for the energy only. I use Hartree atomic units and real orbitals. The electron has spin up, and the reference Hamiltonian is
\begin{equation}
h=-\tfrac12\nabla^2-\frac1r ,
\end{equation}
which is the exact spin-polarized Kohn--Sham Hamiltonian for one electron. Index 1 denotes $1s$, and $a,b$ denote spin-up virtual orbitals. I write $d_a=\varepsilon_a-\varepsilon_1$, $(pq|rs)=\iint \phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$ and $K_{ab}=(1a|1b)$.

\section{What exchange cancels, and what it does not}

Let $J$ and $\hat K$ be the Coulomb and exchange operators of the $1s$ electron, with $\langle p|J|q\rangle=(11|pq)$ and $\langle p|\hat K|q\rangle=(1p|1q)$. Then $\langle p|J-\hat K|1\rangle=(11|p1)-(1p|11)=0$. This is the cancellation the manuscript invokes. It removes the first-order energy error and all single excitations, but says nothing about the density response.

The correlation energy follows from that response. Scale the interaction by $\lambda$ at fixed density. The fluctuation--dissipation theorem gives the density fluctuations as $-\frac1\pi\int_0^\infty d\omega\,\chi_\lambda(i\omega)$, and the pair energy contains half of their contraction with $v=1/|\mathbf r-\mathbf r'|$. Hence
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\! d\omega\,
\mathrm{Tr}\,v\,[\chi_\lambda(i\omega)-\chi_0(i\omega)] .
\label{fd}
\end{equation}
A pair interaction gives zero on any one-electron state. Thus $\chi_\lambda=\chi_0$ and the exact $E_c$ is zero. Direct RPA instead sets $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$: the induced density acts on the electron that produced it. The rings do not know that the ``other'' electron is the same one.

Including exchange in the response shows what is missing. With the Hartree--Fock operator $h+J-\hat K$, the excitation matrix is
\begin{equation}
\langle a|h+J-\hat K|b\rangle-\varepsilon_1\delta_{ab}+(1a|1b)-(11|ab)
=\langle a|h|b\rangle-\varepsilon_1\delta_{ab},
\end{equation}
and the coupling to de-excitations is $(1a|1b)-(1b|1a)=0$. The noninteracting response returns.

\section{The direct RPA energy}

In the space of excitations $1\to a$, $\chi_0(i\omega)=-P$, with $P$ diagonal and $P_a=2d_a/(d_a^2+\omega^2)$. The RPA equation gives $\chi_\lambda=-(P^{-1}+\lambda K)^{-1}$, so
\begin{equation}
\mathrm{Tr}\,v\chi_\lambda=-\mathrm{Tr}\,K(P^{-1}+\lambda K)^{-1}
=-\frac{d}{d\lambda}\ln\det(1+\lambda PK).
\end{equation}
Inserting this in (\ref{fd}) and integrating over $\lambda$,
\begin{equation}
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\,
[\ln\det(1+PK)-\mathrm{Tr}\,PK].
\label{logdet}
\end{equation}
Let $\Omega_s^2$ be the eigenvalues of $S=d^{1/2}(d+2K)d^{1/2}$. Since $1+PK=(\omega^2+d^2)^{-1}(\omega^2+d^2+2dK)$, its determinant is $\prod_s(\omega^2+\Omega_s^2)/\prod_a(\omega^2+d_a^2)$. With
\begin{equation}
\int_0^\infty\!\ln\frac{\omega^2+\Omega^2}{\omega^2+d^2}\,d\omega=\pi(\Omega-d),\qquad
\int_0^\infty\!\frac{2d\,d\omega}{\omega^2+d^2}=\pi,
\end{equation}
one obtains
\begin{equation}
E_c^{\rm RPA}=\tfrac12\Big[\sum_s\Omega_s-\sum_a(d_a+K_{aa})\Big].
\label{modes}
\end{equation}

The sign can be read from (\ref{logdet}). The matrix $P^{1/2}KP^{1/2}$ has eigenvalues $x\ge0$, because $K$ is a Coulomb energy of real charge distributions. For $x>0$, $-x^2/2<\ln(1+x)-x<0$. The self-correlation is therefore negative, and bounded below by the second-order term
\begin{equation}
E^{(2)}=-\frac1{4\pi}\int_0^\infty\! d\omega\,\mathrm{Tr}\,PKPK
=-\frac12\sum_{ab}\frac{K_{ab}^2}{d_a+d_b},
\label{second}
\end{equation}
where $\int_0^\infty P_aP_b\,d\omega=2\pi/(d_a+d_b)$ was used.

\subsection{Values for hydrogen}

An excitation into angular momentum $l$ couples only to the same $l,m$, so each partial wave carries a factor $2l+1$. With 24 radial functions per $l$, the contributions are $-0.00616$ for $l=0$, $-0.01179$ for $l=1$ and $-0.00191$ hartree for $l=2$. The $s$ and $p$ waves together supply about 86 percent of the total. Between $l=6$ and $l=10$ the contributions fall as $(l+\frac12)^{-3.99}$ in this basis. A more complete radial basis lowers the exponent to about $3.97$ and raises the magnitude of the $l=10$ term by about 2 percent, which leaves the final energy below unchanged in the digits shown. Taking the power as 4, the part beyond $l=10$ is estimated by
\begin{equation}
\frac{E_{10}\,(10.5)^4}{3\,(11)^3}
=\frac{-7.0\times10^{-6}\times12155}{3993}\approx-2.1\times10^{-5}.
\end{equation}
Added to the sum $-0.02080$, this gives
\begin{equation}
E_c^{\rm RPA}({\rm H})\approx-0.0208\ \text{hartree}=-0.567\ \text{eV}.
\end{equation}
The total energy becomes $-0.5208$ instead of $-0.5$ hartree. Formulas (\ref{logdet}) and (\ref{modes}), evaluated separately, agree. A Gaussian basis reaching $l=3$ gives $-0.0201$, against $-0.0204$ for the same partial waves here; the difference is 1.6 percent of the latter.

The static polarizability shows self-screening directly. For a perturbation $z$, the first-order orbital is $f\phi_1$ with $f=-z(1+r/2)$. To verify it, use $\nabla\phi_1=-(\mathbf r/r)\phi_1$ and $\nabla^2(zr)=4z/r$:
\begin{equation}
(h-\varepsilon_1)f\phi_1=\big(-\tfrac12\nabla^2f+\partial_rf\big)\phi_1
=\Big(\frac zr-\frac zr-z\Big)\phi_1=-z\phi_1 .
\end{equation}
Hence $\alpha=2\langle z^2(1+r/2)\rangle=2(\langle r^2\rangle/3+\langle r^3\rangle/6)=2(1+\frac54)=\frac92$. Direct RPA gives $3.69$ bohr$^3$, which is 18 percent below the true value: at $\omega=0$ the RPA response is $-2(d+2K)^{-1}$, so $\alpha=2\mu^T(d+2K)^{-1}\mu$ with $\mu_a=\langle a|z|1\rangle$, and $K\ge0$ can only lower it below the exact $2\mu^Td^{-1}\mu$. The field of the induced charge acts back on the electron and screens the applied field.

\subsection{Large nuclear charge}

One might hope that the error disappears in a tightly bound ion. Replace $-1/r$ by $-Z/r$. Lengths scale as $1/Z$, so $K\to ZK$ and $d\to Z^2d$. The ratio $K/d$ falls as $1/Z$, and (\ref{second}) becomes the leading term. But (\ref{second}) itself scales as $Z^2/Z^2$. The nonrelativistic self-correlation therefore tends to a constant, about $-0.0233$ hartree. It becomes small only relative to the total energy $-Z^2/2$.

\section{Why SOSEX repairs the energy}

Write the RPA eigenvalue problem with $A=d+K$ as
\begin{equation}
AX+KY=X\Omega,\qquad KX+AY=-Y\Omega .
\end{equation}
Adding and subtracting gives $(d+2K)(X+Y)=(X-Y)\Omega$ and $d(X-Y)=(X+Y)\Omega$, hence $d(d+2K)(X+Y)=(X+Y)\Omega^2$, with the same $\Omega$ as before. Define the ring amplitudes $T=YX^{-1}$. The first equation gives $A+KT=X\Omega X^{-1}$. The second gives $K+AT=-TX\Omega X^{-1}=-T(A+KT)$, or
\begin{equation}
K+AT+TA+TKT=0 .
\label{ring}
\end{equation}
The trace of $A+KT=X\Omega X^{-1}$ yields $\frac12\mathrm{Tr}\,KT=\frac12(\sum_s\Omega_s-\mathrm{Tr}A)=E_c^{\rm RPA}$.

For several occupied spin orbitals $i,j$, SOSEX keeps these amplitudes and antisymmetrizes the integral that closes the diagram:
\begin{equation}
E_c^{\rm SOSEX}=\frac12\sum_{ijab}\big[(ia|jb)-(ib|ja)\big]T_{ia,jb}.
\label{sosex}
\end{equation}
Here $E_c^{\rm SOSEX}$ includes the direct rings, and the exchange integral vanishes unless all spins agree. With one electron $i=j=1$, and the bracket is $(1a|1b)-(1b|1a)=0$. The cancellation does not depend on $T$, so it holds for the complete ring sum. The amplitudes themselves remain nonzero: SOSEX corrects the energy expression, not the RPA response or the polarizability.

\section{Why the $GW$ orbital energy looks right}

First consider the exact Green function. In the one-electron ground state, adding another spin-up $1s$ electron is forbidden, and removing the electron leaves the vacuum. Thus $G_{1q}(\omega)=\delta_{1q}/(\omega-\varepsilon_1-i\eta)$, as for the reference. Since $(J-\hat K)\phi_1=0$, the exact correlation self-energy satisfies $\Sigma_{1q}(\omega)=0$ at every frequency. The pole has weight one.

For $GW$, the RPA response at real frequency is
\begin{equation}
\chi(\omega)=-2d^{1/2}(S-\omega^2)^{-1}d^{1/2}
=\sum_s R_sR_s^T\frac{2\Omega_s}{\omega^2-\Omega_s^2},
\end{equation}
where $R=d^{1/2}V\Omega^{-1/2}$ and $V$ holds the orthonormal eigenvectors of $S$. With $w_{pq,s}=\sum_a(pq|1a)R_{as}$, the screened interaction minus $v$ is
\begin{equation}
W^c_{pq,rt}(\omega')=\sum_sw_{pq,s}w_{rt,s}
\Big[\frac1{\omega'-\Omega_s+i\eta}-\frac1{\omega'+\Omega_s-i\eta}\Big].
\label{wc}
\end{equation}
Insert this in $\Sigma_{11}(\omega)=i\int\frac{d\omega'}{2\pi}\sum_mG_m(\omega+\omega')W^c_{1m,1m}(\omega')$. For occupied $m=1$ the pole of $G$ lies in the upper half-plane; closing below selects $\omega'=\Omega_s$. For virtual $m=b$ closing above selects $\omega'=-\Omega_s$. The result is
\begin{equation}
\Sigma_{11}(\omega)=\sum_s\frac{w_{11,s}^2}{\omega-\varepsilon_1+\Omega_s}
+\sum_{bs}\frac{w_{1b,s}^2}{\omega-\varepsilon_b-\Omega_s}.
\label{gw}
\end{equation}

At $\omega=\varepsilon_1$ the first term is positive: it is the relaxation of the density in its own Hartree potential. The second is negative, the $GW$ counterpart of the ring correlation. For hydrogen they are $+0.0402$ and $-0.0395$ hartree, with sum $+0.0008$ before rounding of the parts; the last digit of this small difference depends on the radial basis and on the cut at $l=10$, and with both converged the sum is $+0.0007$. The diagonal quasiparticle equation $\omega=\varepsilon_1+\Sigma_{11}(\omega)$ then gives $-0.4993$ hartree at this truncation, as in the manuscript, and $-0.4994$ hartree when radial basis and angular momentum are converged. Two spurious terms, each more than fifty times the net shift, nearly compensate; nothing in (\ref{gw}) requires them to do so.

The derivative exposes them, because both have negative slope:
\begin{equation}
\Sigma_{11}'=-\sum_s\frac{w_{11,s}^2}{(\omega-\varepsilon_1+\Omega_s)^2}
-\sum_{bs}\frac{w_{1b,s}^2}{(\omega-\varepsilon_b-\Omega_s)^2}<0 .
\end{equation}
The pole weight $\gamma=1/(1-\Sigma_{11}')$ is consequently below one. Its value at the quasiparticle energy is $0.919$, so about 8 percent of the strength is missing from a peak that should carry all of it. The good orbital energy is not evidence that $GW$ is exact.

\section{SOSEX in the self-energy}

The manuscript carries the energy cancellation over to $\Sigma$. This must be checked with the frequency dependence retained. Follow the electron through the SOSEX diagram: $1\to m\to b\to c\to1$, where the first and third vertices are joined by the full $W=v+W^c$, the second and fourth by $v$. The lines $b$ and $c$ form the factor
\begin{equation}
L_{bc}(\omega')=-i\int\frac{d\nu}{2\pi}G_b(\nu+\omega')G_c(\nu).
\end{equation}
It equals $1/(\omega'-d_a+i\eta)$ for $b=a$, $c=1$, and $-1/(\omega'+d_a-i\eta)$ for $b=1$, $c=a$; otherwise it vanishes, since both poles then lie on the same side. Writing $W^c=v\chi_0W$ in the $GW$ term gives the same factors, with $b$ and $c$ forming a closed loop and the bare interaction joining $m\to1$ with $c\to b$, i.e.\ $(1m|cb)$. Exchanging the two outgoing lines $1$ and $b$ of that interaction gives $m\to b$ and $c\to1$, i.e.\ $(mb|c1)$. This opens the loop and is the SOSEX diagram; the exchange of two fermion lines supplies a factor $-1$. Together,
\begin{equation}
\Sigma_{11}=i\!\int\!\frac{d\omega'}{2\pi}\sum_{mbc}G_m(\omega+\omega')L_{bc}(\omega')
\big[(1m|cb)-(mb|c1)\big]W_{1m,bc}(\omega').
\label{both}
\end{equation}

For $b=1$, $c=a$ the bracket is $(1m|a1)-(m1|a1)=0$. For $b=a$, $c=1$ and $m=1$ it is $(11|1a)-(1a|11)=0$. For $b=a$, $c=1$ and virtual $m$ it is
\begin{equation}
(1m|1a)-(ma|11)=-\langle m|J-\hat K|a\rangle ,
\end{equation}
which is not zero in general. In this last case $G_m$ and $L_{a1}$ both have their poles in the lower half-plane. If $W$ is replaced by the static $v$, closing above gives zero: the bare second-order terms do cancel. The first part of (\ref{wc}) gives zero for the same reason. The second part has a pole at $\omega'=-\Omega_s+i\eta$. The factor $i(2\pi i)/(2\pi)=-1$ cancels the minus sign in (\ref{wc}), leaving
\begin{equation}
\Sigma_{11}(\omega)=-\sum_{mas}
\frac{w_{1m,s}\langle m|J-\hat K|a\rangle w_{1a,s}}
{(\varepsilon_m+\Omega_s-\omega)(d_a+\Omega_s)} .
\label{left}
\end{equation}
With $|Q_s\rangle=\sum_a|a\rangle\,w_{1a,s}/(d_a+\Omega_s)$, this becomes
\begin{equation}
\Sigma_{11}(\varepsilon_1)=-\sum_s\langle Q_s|J-\hat K|Q_s\rangle .
\end{equation}
It cannot be positive, because
\begin{equation}
\langle Q|J-\hat K|Q\rangle=\frac12\iint
\frac{[Q(\mathbf r)\phi_1(\mathbf r')-\phi_1(\mathbf r)Q(\mathbf r')]^2}
{|\mathbf r-\mathbf r'|}\ge0 .
\end{equation}

Each $w$ is of first order in the interaction and so is $J-\hat K$; the remainder starts at third order. For hydrogen it is $-0.0088$ hartree at $\omega=-0.5$, more than ten times the net $GW$ value in magnitude. With this reference, adding dynamical SOSEX cancels the relaxation term and the $b=1$, $c=a$ part of the correlation term. These two nearly compensate each other, so removing both changes the value far less than removing either one alone. The value at the orbital energy gets worse because of the remaining case, where the new exchange integral $(ma|11)$ outweighs the direct integral $(1m|1a)$. As a test of (\ref{left}), the diagrams of (\ref{both}), with $W^c$ in place of $W$, were integrated over both frequencies in a model of four $s$ orbitals at $\omega=-0.3$. Both routes give $-2.954\times10^{-3}$ hartree.

\section{What carries over to several electrons}

Beryllium shows the same effect beside genuine correlation. With Hartree--Fock orbitals in the cc-pVTZ basis, the direct RPA correlation energy is $-0.0540$ hartree. Of this, $-0.0258$, or 48 percent, comes from terms with $i=j$, the same spin orbital twice.

The large share follows from spin. In a closed shell, neither $d$ nor the direct integrals depend on spin, so the solution of (\ref{ring}) has equal amplitudes for parallel and antiparallel spins. Each spatial orbital paired with itself therefore contributes equally through $i=j$, which is spurious, and through opposite spins, which is allowed. These two parts make up $2\times(-0.0258)=-0.0516$ hartree; the remaining $-0.0023$ comes from pairs of different spatial orbitals.

Equation (\ref{sosex}) removes every $i=j$ term. The full exchange correction is $+0.0267$ hartree, of which $+0.0258$ is this removal and $+0.0009$ is exchange between different orbitals of parallel spin. The result is $-0.0273$ hartree, against $-0.0336$ from second-order perturbation theory in the same basis. Neither is an exact reference. All these energies are far from the basis limit, because cc-pVTZ hardly correlates the $1s$ shell. In the core-valence basis cc-pCVQZ the direct RPA energy is $-0.126$, its $i=j$ part $-0.060$, the SOSEX result $-0.064$ and the second-order energy $-0.073$ hartree, each more than twice the cc-pVTZ value. The share of the $i=j$ terms stays at 47 to 48 percent.

The one-electron theorem does not make SOSEX exact here. In (\ref{ring}), the equation for $T_{ia,jb}$ with $i\ne j$ contains the product $\sum_{kc}K_{ia,kc}T_{kc,jb}$, and its sum includes $k=i$. The same electron again screens itself, now inside an amplitude that exchange in the final integral does not cancel. The manuscript may claim freedom from one-electron self-correlation for the SOSEX energy. It may not infer from this that the response, the self-energy or the many-electron amplitudes are free of self-screening. The values quoted here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Radial functions per l: 24, largest l: 10
1s self-Coulomb integral: 0.625000 hartree
H direct RPA, partial wave l=0: -0.0061615 hartree
H direct RPA, partial wave l=1: -0.0117934 hartree
H direct RPA, partial wave l=2: -0.0019103 hartree
H direct RPA, partial wave l=3: -0.0005347 hartree
H direct RPA, partial wave l=4: -0.0002021 hartree
H direct RPA, partial wave l=5: -0.0000920 hartree
H direct RPA, partial wave l=6: -0.0000476 hartree
H direct RPA, partial wave l=7: -0.0000270 hartree
H direct RPA, partial wave l=8: -0.0000164 hartree
H direct RPA, partial wave l=9: -0.0000105 hartree
H direct RPA, partial wave l=10: -0.0000070 hartree
H decay exponent in l+1/2, from l=6 and 10: 3.99
H sum to largest l: -0.020802 hartree
H same sum by frequency integral: -0.020802 hartree
H estimated tail in l: -0.000021 hartree
H direct RPA correlation energy: -0.02082 hartree
H direct RPA correlation energy: -0.567 eV
H direct RPA total energy: -0.52082 hartree
H second-order direct term, sum to largest l: -0.023304 hartree
H polarizability, exact response: 4.50000 bohr^3
H polarizability, direct RPA: 3.69212 bohr^3
H GW relaxation term at -0.5 hartree: 0.0402 hartree
H GW correlation term at -0.5 hartree: -0.0395 hartree
H GW self-energy at -0.5 hartree: 0.0008 hartree
H GW diagonal quasiparticle energy: -0.4993 hartree
H GW pole weight Z: 0.9189
H GW+SOSEX leftover self-energy at -0.5 hartree: -0.0088 hartree
Four-orbital model, frequency inside gap: -0.3 hartree
Four-orbital leftover, closed form: -2.9538e-03 hartree
Four-orbital leftover, double integral: -2.9538e-03 hartree
H aug-cc-pVQZ direct RPA: -0.020070 hartree
H Laguerre sum for l=0 to 3: -0.020400 hartree
H aug-cc-pVQZ RPA+SOSEX below 1e-10 hartree: True
Be cc-pVTZ Hartree-Fock energy: -14.57287 hartree
Be cc-pVTZ direct RPA correlation: -0.05396 hartree
Be cc-pVTZ same-spin-orbital part: -0.02581 hartree
Be cc-pVTZ same-spin-orbital share: 47.8 percent
Be cc-pVTZ exchange correction: 0.02671 hartree
Be cc-pVTZ RPA+SOSEX correlation: -0.02725 hartree
Be cc-pVTZ MP2 correlation: -0.03356 hartree
\end{verbatim}
